# Average energies of jj configurations and of the full nonrelativistic configuration: verification in Python

```python
"""Average energy of jj configurations and of a full nonrelativistic configuration.

Result under test, for fixed orbitals and the Dirac-Coulomb Hamiltonian:
  E(q) = sum_a q_a I_a + sum_a q_a(q_a-1)/2 U_aa + sum_{a<b} q_a q_b U_ab
  U_aa = F0 - (2j+1)/(2j) sum_{k>0} (j k j; 1/2 0 -1/2)^2 Fk
  U_ab = F0 - sum_k (ja k jb; 1/2 0 -1/2)^2 Gk      (la+k+lb even)
and the average of nl^q is the mean of E(q) with binomial weights
  w = C(2l,q_minus) C(2l+2,q_plus) / C(4l+2,q).
Symbols: a subshell is (n, kappa); I_a one-electron energy without rest energy;
Fk, Gk radial Coulomb integrals; U mean pair repulsion. Atomic units.
The other road: spinors built from spherical harmonics, angular quadrature,
all determinants enumerated, and the Hamiltonian matrix diagonalized.
"""
from collections import Counter, defaultdict
from fractions import Fraction
from functools import lru_cache
from itertools import combinations
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy import constants
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j

Z = 80.0
C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# Quadrature on (0,1) with a squared map, which softens powers at the origin
_x, _w = np.polynomial.legendre.leggauss(100)
_x, _w = (_x + 1) / 2, _w / 2
U_NODE, U_WEIGHT = _x**2, 2 * _x * _w
R_MAX = 96.0 / Z
R_NODE, R_WEIGHT = R_MAX * U_NODE, R_MAX * U_WEIGHT


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def capacity(sub):
    return 2 * abs(sub[1])


def dirac_orbital(n, kappa, c):
    """Bare-nucleus energy and (P,Q) from the power series of the Dirac equation."""
    gamma = sqrt(kappa**2 - (Z / c) ** 2)
    nr = n - abs(kappa)
    big_n = sqrt((nr + gamma) ** 2 + (Z / c) ** 2)
    energy, lam = c * c * (nr + gamma) / big_n, Z / big_n
    a, b = [1.0], [-c * (gamma + kappa) / Z]
    for s in range(1, nr + 2):
        matrix = np.array([[-Z, c * (gamma + s - kappa)],
                           [-c * (gamma + s + kappa), -Z]])
        rhs = -np.array([(c * c - energy) * a[-1] - c * lam * b[-1],
                         c * lam * a[-1] - (c * c + energy) * b[-1]])
        new_a, new_b = np.linalg.solve(matrix, rhs)
        a.append(new_a)
        b.append(new_b)
    # A bound state requires that the series ends after nr
    size = lam * (abs(a[-2]) + abs(b[-2]))
    assert abs(a[-1]) + abs(b[-1]) < 1e-6 * size
    a, b = a[:-1], b[:-1]

    def raw(r):
        front = r**gamma * np.exp(-lam * r)
        return (front * sum(v * r**i for i, v in enumerate(a)),
                front * sum(v * r**i for i, v in enumerate(b)))

    p, q = raw(R_NODE)
    norm = 1 / sqrt(np.sum(R_WEIGHT * (p * p + q * q)))
    return energy - c * c, lambda r: tuple(norm * f for f in raw(r))


def radial_integral(k, rho1, rho2):
    """Double integral of rho1(r1) rho2(r2) r_less^k / r_greater^(k+1)."""
    inside = R_NODE[:, None] * U_NODE[None, :]
    weight = U_WEIGHT * U_NODE**k
    return float(np.sum(R_WEIGHT * (rho2(R_NODE) * (rho1(inside) @ weight)
                                    + rho1(R_NODE) * (rho2(inside) @ weight))))


def density(f, g):
    def rho(r):
        pf, qf = f(r)
        pg, qg = g(r)
        return pf * pg + qf * qg
    return rho


@lru_cache(None)
def threej_squared(twice_ja, k, twice_jb):
    half = Rational(1, 2)
    return float(wigner_3j(Rational(twice_ja, 2), k, Rational(twice_jb, 2),
                           half, 0, -half) ** 2)


def pair_average(orbs, a, b):
    """Mean pair repulsion from the derived formula."""
    fa, fb = orbs[a][1], orbs[b][1]
    ja2, jb2 = capacity(a) - 1, capacity(b) - 1
    value = radial_integral(0, density(fa, fa), density(fb, fb))
    for k in range(abs(ja2 - jb2) // 2, (ja2 + jb2) // 2 + 1):
        if (orbital_l(a[1]) + k + orbital_l(b[1])) % 2 or (a == b and k == 0):
            continue
        factor = (ja2 + 1) / ja2 if a == b else 1.0
        value -= (factor * threej_squared(ja2, k, jb2)
                  * radial_integral(k, density(fa, fb), density(fa, fb)))
    return value


def shell_pair_average(u_mm, u_pp, u_mp, l):
    nm, np_, n = 2 * l, 2 * l + 2, 4 * l + 2
    return (nm * (nm - 1) * u_mm + np_ * (np_ - 1) * u_pp
            + 2 * nm * np_ * u_mp) / (n * (n - 1))


# Radial quadrature against the closed form F0(1s,1s) = 5Z/8
s_density = lambda r: 4 * Z**3 * r**2 * np.exp(-2 * Z * r)
assert abs(radial_integral(0, s_density, s_density) - 5 * Z / 8) < 1e-7

P_MINUS, P_PLUS, D_MINUS, D_PLUS = (2, 1), (2, -2), (3, 2), (3, -3)
SUBS = [D_MINUS, D_PLUS, P_MINUS, P_PLUS]
ORBS = {s: dirac_orbital(*s, C_LIGHT) for s in SUBS}
U = {}
for i, a in enumerate(SUBS):
    for b in SUBS[i:]:
        U[a, b] = U[b, a] = pair_average(ORBS, a, b)


def formula_energy(occ):
    """Average energy of the jj configuration occ = {subshell: occupation}."""
    total = sum(q * ORBS[a][0] + q * (q - 1) / 2 * U[a, a] for a, q in occ.items())
    return total + sum(occ[a] * occ[b] * U[a, b] for a, b in combinations(occ, 2))


# ---------- Direct road: explicit spinors and angular quadrature ----------
COS_NODE, COS_WEIGHT = np.polynomial.legendre.leggauss(24)


def theta_part(l, m):
    """Spherical harmonic without its exp(i m phi)."""
    if abs(m) > l:
        return np.zeros_like(COS_NODE)
    am = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - am) / factorial(l + am))
    sign = (-1) ** am if m < 0 else 1
    return sign * norm * lpmv(am, l, COS_NODE)


@lru_cache(None)
def spin_components(kappa, m2):
    l, m = orbital_l(kappa), m2 / 2
    plus, minus = sqrt((l + m + .5) / (2 * l + 1)), sqrt((l - m + .5) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return up * theta_part(l, (m2 - 1) // 2), down * theta_part(l, (m2 + 1) // 2)


@lru_cache(None)
def angular(kappa_a, ma2, kappa_b, mb2, k):
    """Matrix element of the normalized harmonic C^k_q, q = ma - mb."""
    q = (ma2 - mb2) // 2
    if abs(q) > k:
        return 0.0
    a, b = spin_components(kappa_a, ma2), spin_components(kappa_b, mb2)
    return float(2 * pi * sqrt(4 * pi / (2 * k + 1))
                 * np.sum(COS_WEIGHT * (a[0] * b[0] + a[1] * b[1]) * theta_part(k, q)))


def projections(kappa):
    return range(-(2 * abs(kappa) - 1), 2 * abs(kappa), 2)


# Same angular density for both components; direct and exchange angular sums
for ka in (1, -2, 2, -3):
    for kb in (1, -2, 2, -3):
        for k in range(6):
            total = 0.0
            for ma in projections(ka):
                for mb in projections(kb):
                    large = angular(ka, ma, kb, mb, k)
                    assert abs(large - angular(-ka, ma, -kb, mb, k)) < 1e-12
                    total += large**2
            allowed = (orbital_l(ka) + k + orbital_l(kb)) % 2 == 0
            expected = (4 * abs(ka * kb) * threej_squared(2 * abs(ka) - 1, k, 2 * abs(kb) - 1)
                        if allowed else 0.0)
            assert abs(total - expected) < 1e-11
    for k in range(1, 6):
        assert abs(sum(angular(ka, m, ka, m, k) for m in projections(ka))) < 1e-12

SPINORS = [(s, m2) for s in SUBS for m2 in projections(s[1])]


@lru_cache(None)
def radial_cached(k, pair1, pair2):
    return radial_integral(k, density(ORBS[pair1[0]][1], ORBS[pair1[1]][1]),
                           density(ORBS[pair2[0]][1], ORBS[pair2[1]][1]))


@lru_cache(None)
def coulomb(p, q, r, s):
    """<pq|1/r12|rs>, electron one in p and r, electron two in q and s."""
    (sp, mp), (sq, mq), (sr, mr), (ss, ms) = (SPINORS[i] for i in (p, q, r, s))
    if mp + mq != mr + ms:
        return 0.0
    phase, value = (-1) ** ((mp - mr) // 2), 0.0
    for k in range(6):
        ang = angular(sp[1], mp, sr[1], mr, k) * angular(sq[1], mq, ss[1], ms, k)
        if abs(ang) > 1e-13:
            pairs = sorted([tuple(sorted((sp, sr))), tuple(sorted((sq, ss)))])
            value += phase * ang * radial_cached(k, *pairs)
    return value


def anti(p, q, r, s):
    return coulomb(p, q, r, s) - coulomb(p, q, s, r)


def diagonal_energy(det):
    return (sum(ORBS[SPINORS[i][0]][0] for i in det)
            + sum(anti(i, j, i, j) for i, j in combinations(det, 2)))


def matrix_element(left, right):
    only_l = [i for i in left if i not in right]
    only_r = [i for i in right if i not in left]
    if len(only_l) > 2:
        return 0.0
    if not only_l:
        return diagonal_energy(left)
    sign = (-1) ** (sum(left.index(i) for i in only_l) + sum(right.index(i) for i in only_r))
    if len(only_l) == 2:
        return sign * anti(*only_l, *only_r)
    return sign * sum(anti(only_l[0], i, only_r[0], i) for i in left if i in right)


# ---------- Four electrons in 3d ----------
Q, L = 4, 2
NM, NP, N = 2 * L, 2 * L + 2, 4 * L + 2
dets = list(combinations(range(N), Q))
groups = defaultdict(list)
for det in dets:
    groups[sum(SPINORS[i][0] == D_MINUS for i in det)].append(diagonal_energy(det))
jj_formula, weights = {}, {}
for qm in range(max(0, Q - NP), min(Q, NM) + 1):
    jj_formula[qm] = formula_energy({D_MINUS: qm, D_PLUS: Q - qm})
    weights[qm] = comb(NM, qm) * comb(NP, Q - qm) / comb(N, Q)
    assert len(groups[qm]) == comb(NM, qm) * comb(NP, Q - qm)
    assert abs(np.mean(groups[qm]) - jj_formula[qm]) < 1e-8
weighted = sum(weights[qm] * jj_formula[qm] for qm in weights)
u_bar = shell_pair_average(U[D_MINUS, D_MINUS], U[D_PLUS, D_PLUS], U[D_MINUS, D_PLUS], L)
i_bar = (NM * ORBS[D_MINUS][0] + NP * ORBS[D_PLUS][0]) / N
closed_form = Q * i_bar + Q * (Q - 1) / 2 * u_bar

H = np.zeros((len(dets), len(dets)))
for i, left in enumerate(dets):
    for j in range(i + 1):
        H[i, j] = H[j, i] = matrix_element(left, dets[j])
levels, vectors = np.linalg.eigh(H)
assert abs(levels.mean() - closed_form) < 1e-8
assert abs(weighted - closed_form) < 1e-8
# Rotational symmetry: one distinct level for each determinant with M = 0
n_levels = 1 + int(np.sum(np.diff(levels) > 1e-7))
assert n_levels == sum(sum(SPINORS[i][1] for i in det) == 0 for det in dets)
# Mixing moves the level descending from the closed j=3/2 subshell
closed_weight = vectors[dets.index(tuple(range(NM))), 0] ** 2
mixing_shift = levels[0] - jj_formula[4]
assert closed_weight > 0.5 and mixing_shift < -1e-4

# Mean fractional occupations do not give the full average
fractional = formula_energy({D_MINUS: Q * NM / N, D_PLUS: Q * NP / N})
variance = Q * NM * NP * (N - Q) / (N**2 * (N - 1))
curvature = U[D_MINUS, D_MINUS] + U[D_PLUS, D_PLUS] - 2 * U[D_MINUS, D_PLUS]
assert abs((levels.mean() - fractional) - variance * curvature / 2) < 1e-8

# Exact moments of the binomial weights for p, d and f shells
for l in (1, 2, 3):
    nm, np_, n = 2 * l, 2 * l + 2, 4 * l + 2
    for q in range(1, n + 1):
        w = {m: Fraction(comb(nm, m) * comb(np_, q - m), comb(n, q)) for m in range(q + 1)}
        assert sum(w.values()) == 1
        assert sum(w[m] * m for m in w) == Fraction(q * nm, n)
        pair = Fraction(q * (q - 1), n * (n - 1))
        assert sum(w[m] * m * (m - 1) for m in w) == pair * nm * (nm - 1)
        assert sum(w[m] * (q - m) * (q - m - 1) for m in w) == pair * np_ * (np_ - 1)
        assert sum(w[m] * m * (q - m) for m in w) == pair * nm * np_
        var = sum(w[m] * m * m for m in w) - Fraction(q * nm, n) ** 2
        assert var == Fraction(q * nm * np_ * (n - q), n * n * (n - 1))
    for k in range(0, 2 * l + 1, 2):
        jj_sum = sum((x + 1) * (y + 1) * threej_squared(x, k, y)
                     for x in (2 * l - 1, 2 * l + 1) for y in (2 * l - 1, 2 * l + 1)
                     if abs(x - y) <= 2 * k <= x + y)
        ls_sum = 2 * (2 * l + 1) ** 2 * float(wigner_3j(l, k, l, 0, 0, 0) ** 2)
        assert abs(jj_sum - ls_sum) < 1e-11

# ---------- Two open shells: 2p^2 3d^2 ----------
two_shell = defaultdict(list)
for d_part in combinations(range(10), 2):
    for p_part in combinations(range(10, 16), 2):
        det = d_part + p_part
        count = Counter(SPINORS[i][0] for i in det)
        two_shell[tuple(count[s] for s in SUBS)].append(diagonal_energy(det))
for occ, energies in two_shell.items():
    assert abs(np.mean(energies) - formula_energy(dict(zip(SUBS, occ)))) < 1e-8
    product = comb(4, occ[0]) * comb(6, occ[1]) * comb(2, occ[2]) * comb(4, occ[3])
    assert len(energies) == product
u_pbar = shell_pair_average(U[P_MINUS, P_MINUS], U[P_PLUS, P_PLUS], U[P_MINUS, P_PLUS], 1)
i_pbar = (2 * ORBS[P_MINUS][0] + 4 * ORBS[P_PLUS][0]) / 6
u_inter = sum(capacity(a) * capacity(b) * U[a, b]
              for a in (D_MINUS, D_PLUS) for b in (P_MINUS, P_PLUS)) / 60
two_shell_formula = 2 * i_bar + u_bar + 2 * i_pbar + u_pbar + 4 * u_inter
two_shell_direct = np.mean([e for energies in two_shell.values() for e in energies])
assert abs(two_shell_direct - two_shell_formula) < 1e-8

# ---------- Nonrelativistic limit ----------
raw_d = lambda r: r**6 * np.exp(-2 * Z * r / 3)
d_norm = np.sum(R_WEIGHT * raw_d(R_NODE))
nr_density = lambda r: raw_d(r) / d_norm
nr_f = {k: radial_integral(k, nr_density, nr_density) for k in (0, 2, 4)}
u_slater = nr_f[0] - 5 / 9 * sum(float(wigner_3j(2, k, 2, 0, 0, 0) ** 2) * nr_f[k] for k in (2, 4))
deviation = {}
for scale in (10, 100):
    o = {s: dirac_orbital(*s, scale * C_LIGHT) for s in (D_MINUS, D_PLUS)}
    deviation[scale] = shell_pair_average(pair_average(o, D_MINUS, D_MINUS),
                                          pair_average(o, D_PLUS, D_PLUS),
                                          pair_average(o, D_MINUS, D_PLUS), 2) - u_slater
assert abs(deviation[100]) < 1e-4 * u_slater
assert abs(deviation[10] / deviation[100] - 100) < 5  # leading error falls as 1/c^2

# ---------- Printed numbers ----------
print(f"nuclear charge Z = {Z:.0f}; speed of light = {C_LIGHT:.6f} a.u.")
for name, s in (("3d3/2", D_MINUS), ("3d5/2", D_PLUS), ("2p1/2", P_MINUS), ("2p3/2", P_PLUS)):
    print(f"I({name}) = {ORBS[s][0]:.6f} hartree")
for name, s, ks in (("3/2,3/2", D_MINUS, (0, 2)), ("5/2,5/2", D_PLUS, (0, 2, 4))):
    for k in ks:
        print(f"F{k}({name}) = {radial_cached(k, (s, s), (s, s)):.6f} hartree")
mm, pp, mp = (D_MINUS, D_MINUS), (D_PLUS, D_PLUS), tuple(sorted((D_MINUS, D_PLUS)))
print(f"F0(3/2,5/2) = {radial_cached(0, *sorted([mm, pp])):.6f} hartree")
for k in (2, 4):
    print(f"G{k}(3/2,5/2) = {radial_cached(k, mp, mp):.6f} hartree")
for x, k, y in ((3, 2, 3), (5, 2, 5), (5, 4, 5), (3, 2, 5), (3, 4, 5)):
    frac = Fraction(threej_squared(x, k, y)).limit_denominator(2000)
    print(f"squared 3j ({x}/2 {k} {y}/2; 1/2 0 -1/2) = {frac}")
print(f"U(3/2,3/2) = {U[mm]:.6f} hartree")
print(f"U(5/2,5/2) = {U[pp]:.6f} hartree")
print(f"U(3/2,5/2) = {U[D_MINUS, D_PLUS]:.6f} hartree")
print("3d^4: q(3/2) q(5/2) determinants weight; formula, direct mean (hartree)")
for qm in weights:
    print(f"{qm} {Q-qm} {len(groups[qm])} {weights[qm]:.6f}; "
          f"{jj_formula[qm]:.6f}, {np.mean(groups[qm]):.6f}")
print(f"mean one-electron energy of 3d = {i_bar:.6f} hartree")
print(f"mean pair repulsion of 3d = {u_bar:.6f} hartree")
print(f"3d^4 average, binomial sum = {weighted:.6f} hartree")
print(f"3d^4 average, closed form = {closed_form:.6f} hartree")
print(f"3d^4 average, closed form = {closed_form * HARTREE_EV:.3f} eV")
print(f"3d^4 mean of {len(dets)} eigenvalues = {levels.mean():.6f} hartree")
print(f"distinct levels of 3d^4 = {n_levels}")
print(f"lowest level = {levels[0]:.6f} hartree")
print(f"its shift from the (3/2)^4 average = {mixing_shift:.6f} hartree")
print(f"weight of (3/2)^4 in it = {closed_weight:.6f}")
print(f"energy at mean occupations {Q*NM/N:.1f}, {Q*NP/N:.1f} = {fractional:.6f} hartree")
print(f"variance of q(3/2) = {variance:.4f}")
print(f"U(3/2,3/2)+U(5/2,5/2)-2U(3/2,5/2) = {curvature:.6f} hartree")
print(f"full average minus that energy = {closed_form-fractional:.6f} hartree")
print(f"2p^2 3d^2 mean intershell repulsion = {u_inter:.6f} hartree")
print(f"2p^2 3d^2 average, formula = {two_shell_formula:.6f} hartree")
print(f"2p^2 3d^2 mean of {sum(map(len, two_shell.values()))} determinants = "
      f"{two_shell_direct:.6f} hartree")
print(f"nonrelativistic mean pair repulsion of 3d = {u_slater:.6f} hartree")
for scale in (10, 100):
    print(f"deviation from it at {scale} c = {deviation[scale]:.3e} hartree")
print("checks complete")
```

Running it gives:

```
nuclear charge Z = 80; speed of light = 137.035999 a.u.
I(3d3/2) = -366.142710 hartree
I(3d5/2) = -358.986848 hartree
I(2p1/2) = -904.847783 hartree
I(2p3/2) = -817.807495 hartree
F0(3/2,3/2) = 7.212681 hartree
F2(3/2,3/2) = 3.744718 hartree
F0(5/2,5/2) = 6.998848 hartree
F2(5/2,5/2) = 3.679445 hartree
F4(5/2,5/2) = 2.395896 hartree
F0(3/2,5/2) = 7.102118 hartree
G2(3/2,5/2) = 3.590027 hartree
G4(3/2,5/2) = 2.336139 hartree
squared 3j (3/2 2 3/2; 1/2 0 -1/2) = 1/20
squared 3j (5/2 2 5/2; 1/2 0 -1/2) = 4/105
squared 3j (5/2 4 5/2; 1/2 0 -1/2) = 1/63
squared 3j (3/2 2 5/2; 1/2 0 -1/2) = 1/70
squared 3j (3/2 4 5/2; 1/2 0 -1/2) = 1/21
U(3/2,3/2) = 6.963033 hartree
U(5/2,5/2) = 6.785008 hartree
U(3/2,5/2) = 6.939587 hartree
3d^4: q(3/2) q(5/2) determinants weight; formula, direct mean (hartree)
0 4 15 0.071429; -1395.237342, -1395.237342
1 3 80 0.380952; -1401.929469, -1401.929469
2 2 90 0.428571; -1408.752727, -1408.752727
3 1 24 0.114286; -1415.707118, -1415.707118
4 0 1 0.004762; -1422.792641, -1422.792641
mean one-electron energy of 3d = -361.849193 hartree
mean pair repulsion of 3d = 6.891187 hartree
3d^4 average, binomial sum = -1406.049650 hartree
3d^4 average, closed form = -1406.049650 hartree
3d^4 average, closed form = -38260.560 eV
3d^4 mean of 210 eigenvalues = -1406.049650 hartree
distinct levels of 3d^4 = 34
lowest level = -1422.839248 hartree
its shift from the (3/2)^4 average = -0.046607 hartree
weight of (3/2)^4 in it = 0.996877
energy at mean occupations 1.6, 2.4 = -1406.007688 hartree
variance of q(3/2) = 0.6400
U(3/2,3/2)+U(5/2,5/2)-2U(3/2,5/2) = -0.131132 hartree
full average minus that energy = -0.041962 hartree
2p^2 3d^2 mean intershell repulsion = 8.566805 hartree
2p^2 3d^2 average, formula = -2360.976476 hartree
2p^2 3d^2 mean of 675 determinants = -2360.976476 hartree
nonrelativistic mean pair repulsion of 3d = 6.693094 hartree
deviation from it at 10 c = 1.901e-03 hartree
deviation from it at 100 c = 1.900e-05 hartree
checks complete
```
